# Why Si(001) dimers buckle: rehybridization, band overlap and alternating tilts

## Symmetry fixes the form of the answer

A flat dimer on Si(001) has a mirror plane that exchanges its two atoms. Reflection turns a tilt \(\theta\) into \(-\theta\), so the energy is even in \(\theta\), while any difference between the two atoms is odd. Let the energies of their dangling orbitals differ by \(2\Delta\). At small tilt

\[
\Delta=g\theta .
\]

The back bonds and the dimer bond resist the tilt with an energy \(K\theta^2/2\). If the orbitals are coupled by a hopping energy \(t\), the leading electronic gain is proportional to \(\Delta^2/t=g^2\theta^2/t\), the one combination quadratic in \(\Delta\) that has the dimension of an energy. A single dimer must therefore buckle when

\[
K<C\,\frac{g^2}{t},
\]

with \(C\) a pure number. In a row of dimers a second hopping \(r\) enters, and \(C\) becomes a function of \(r/t\) and of the tilt pattern.

This form already shows that a gapless surface is not a precondition. A flat dimer has a gap \(2t\) and can still buckle. Overlap of the \(\pi\) and \(\pi^*\) bands has a more specific role: it weakens the linear drive towards equal tilts and makes the drive towards small alternating tilts grow without limit as the tilt goes to zero.

The model has one dangling orbital per atom, one electron per orbital, zero temperature and independent electrons. The second layer is fixed and all bond lengths are equal. Repulsion is added later for one dimer.

## How a tilt changes the orbitals

Let \(x\) point along the dimer, \(y\) along the row and \(z\) outwards. With cubic lattice constant \(a\), the four second-layer neighbours sit at \((\pm X,\pm X,0)\), where \(X=a/(2\sqrt2)\), and the bond length is \(D=\sqrt3a/4\). Seen along \(y\), each dimer atom moves on a circle of radius

\[
\rho=\sqrt{D^2-X^2}=a\sqrt{\tfrac{3}{16}-\tfrac18}=\frac a4 .
\]

Two atoms moving in the \(xz\) plane have four coordinates. Two circles and the dimer length remove three, which leaves the tilt.

For either atom, let \(\mathbf n\) be the unit vector towards the axis of its circle and \(\mathbf u\) the unit vector along the dimer bond. The back-bond directions are \(\mathbf v_\pm=(\rho\mathbf n\pm X\hat{\mathbf y})/D\), so

\[
\mathbf v_+\!\cdot\mathbf v_-=\frac{\rho^2-X^2}{D^2}=-\frac13,\qquad
\mathbf u\cdot\mathbf v_\pm=-\frac{\cos\beta}{\sqrt3}.
\]

Here \(\beta\) is the angle between \(\mathbf n\) and the extended dimer bond \(-\mathbf u\). A planar atom has \(\beta=0\).

Write the hybrid along bond \(i\), with direction \(\mathbf u_i\), as \(\cos\alpha_i\,|s\rangle+\sin\alpha_i\,|p_{\mathbf u_i}\rangle\). Two hybrids are orthogonal if

\[
\cos\alpha_i\cos\alpha_j+\sin\alpha_i\sin\alpha_j\,\mathbf u_i\!\cdot\mathbf u_j=0
\;\Rightarrow\;
\cot\alpha_i\cot\alpha_j=-\mathbf u_i\!\cdot\mathbf u_j .
\]

The two back bonds are equivalent, hence \(\cot^2\alpha_{\rm back}=1/3\). The s fraction of a hybrid is \(\cos^2\alpha=\cot^2\alpha/(1+\cot^2\alpha)\), which is \(1/4\) for each. The mixed condition gives \(\cot\alpha_{\rm dimer}=\cos\beta\). The four orthonormal hybrids together contain one s orbital, so the dangling hybrid keeps

\[
s=1-\frac12-\frac{\cos^2\beta}{1+\cos^2\beta}
=\frac{\sin^2\beta}{2(1+\cos^2\beta)} .
\]

It is pure p for a planar atom and half s at \(\beta=90^\circ\).

The s level lies below the p level by \(W=\varepsilon_p-\varepsilon_s\), and the dangling energy is \(\varepsilon_p-Ws\). The upper atom becomes more pyramidal and gains s content; the lower one becomes flatter and loses it. Thus

\[
\Delta=\frac W2\,(s_{\rm up}-s_{\rm down}).
\]

The mean of the two energies also shifts, but evenly in \(\theta\). Its quadratic part is absorbed in \(K\), with the changes in bond energy.

To find \(g\), start from the flat dimer, where

\[
\cos\beta_0=\frac{X-D/2}{\rho}=\sqrt2-\frac{\sqrt3}{2}.
\]

A small tilt raises one atom by \(D\theta/2\). If its arm makes an angle \(\varphi\) with the horizontal, its height is \(\rho\sin\varphi\), so \(\rho\cos\beta_0\,\delta\varphi=D\theta/2\). The dimer axis itself turns by \(\theta\), and \(\delta\beta=\delta\varphi+\theta\). With \(\rho\cos\beta_0=X-D/2\),

\[
\frac{d\beta}{d\theta}=1+\frac{D}{2(X-D/2)}=\frac{X}{X-D/2}.
\]

The other atom has the opposite sign. Differentiating \(s\) through \(\cos^2\beta\) gives \(ds/d\beta=\sin2\beta/(1+\cos^2\beta)^2\). The difference \(s_{\rm up}-s_{\rm down}\) contains this slope twice, which cancels the factor \(1/2\) in \(\Delta\):

\[
g=W\,\frac{\sin2\beta_0}{(1+\cos^2\beta_0)^2}\,\frac{X}{X-D/2}.
\]

For \(W=7.0\) eV, a round model value, \(\beta_0=56.8^\circ\) and \(g=7.0\times0.542\times2.58=9.79\) eV/rad. The flat atom has \(s=0.269\), close to the tetrahedral \(1/4\). The lower atom becomes planar at a tilt of \(20.6^\circ\). Since \(0\le s\le1/2\), the splitting is bounded: \(|\Delta|\le W/4=1.75\) eV. In the full geometry it reaches a maximum of \(1.73\) eV near \(19^\circ\) and then falls. The linear law must therefore fail at large tilt.

## One dimer: buckling without band overlap

In the basis (upper atom, lower atom),

\[
H=\begin{pmatrix}-\Delta&-t\\-t&\Delta\end{pmatrix},\qquad
E_\pm=\pm e,\qquad e=\sqrt{t^2+\Delta^2}.
\]

Two electrons fill the lower level. With \(de/d\theta=g^2\theta/e\),

\[
E(\theta)=\frac K2\theta^2-2e,\qquad
\frac{dE}{d\theta}=\theta\left(K-\frac{2g^2}{e}\right).
\]

The bracket rises with \(|\theta|\) from its value \(K-2g^2/t\) at zero. If that value is negative, the flat dimer is a maximum and there is one minimum on each side. Otherwise the flat dimer is the minimum. Hence \(C=2\), and buckling occurs if and only if

\[
K<\frac{2g^2}{t}.
\]

At the tilted minimum \(e=2g^2/K\). Using \(K/(2g^2)=1/e\), the gain over the flat dimer is

\[
-2t+2e-\frac{K(e^2-t^2)}{2g^2}
=-2t+2e-\frac{e^2-t^2}{e}=\frac{(e-t)^2}{e}.
\]

The charge transfer follows from \(\partial E_{\rm el}/\partial\Delta=-(n_{\rm up}-n_{\rm down})\), where \(E_{\rm el}=-2e\):

\[
n_{\rm up}-n_{\rm down}=\frac{2\Delta}{e}.
\]

Take \(t=0.40\) eV and \(K=200\) eV/rad\(^2\). The threshold is \(2(9.791)^2/0.40=479\) eV/rad\(^2\), so the dimer buckles. At the minimum \(e=0.959\) eV and \(\Delta=\sqrt{0.959^2-0.40^2}=0.871\) eV. The tilt is \(0.871/9.791\) rad, or \(5.1^\circ\), and the gain is \(0.33\) eV. The transfer \(n_{\rm up}-n_{\rm down}=1.82\) is nearly a full electron pair on the upper atom. So large a transfer is a warning that repulsion matters.

## A row with equal tilts

Let \(r>0\) couple like sides of neighbouring dimers, and measure \(k\) in inverse dimer spacings. Then \(\varepsilon_k=2r\cos k\) is added to both levels. The flat bands are

\[
\pi:\ \varepsilon_k-t,\qquad \pi^*:\ \varepsilon_k+t .
\]

They overlap in energy by \(4r-2t\) if \(2r>t\). With \(r=0.25\) eV the top of \(\pi\) is at \(0.10\) eV and the bottom of \(\pi^*\) at \(-0.10\) eV: an overlap of \(0.20\) eV and a metallic row.

Equal tilts replace \(t\) by \(e\), so the bands become \(\varepsilon_k\pm e\). Because \(\varepsilon_{k+\pi}=-\varepsilon_k\), the spectrum is symmetric about zero and half filling puts the Fermi energy there. Let \(\langle\cdots\rangle\) be the average over \(-\pi<k\le\pi\). With \(\min(0,x)=(x-|x|)/2\), the energy per dimer, including spin, is

\[
E_{\rm eq}=2\left\langle\varepsilon_k-\frac{|\varepsilon_k-e|+|\varepsilon_k+e|}{2}\right\rangle
=-2\langle\max(e,|\varepsilon_k|)\rangle ,
\]

since \(\langle\varepsilon_k\rangle=0\). Wavevectors with \(|\varepsilon_k|>e\) have both bands full or both empty, and gain nothing from an increase of \(e\). The remaining fraction is

\[
f(e)=\frac2\pi\arcsin\frac{e}{2r}\quad(e<2r),\qquad f(e)=1\quad(e\ge2r).
\]

Therefore \(dE_{\rm eq}/de=-2f(e)\), and the total energy has slope

\[
\frac{dE}{d\theta}=\theta\left[K-2g^2\frac{f(e)}{e}\right].
\]

The flat row is unstable to small equal tilts if \(K<(2g^2/t)f(t)\). Here \(f(t)=0.590\), and overlap lowers the threshold from \(479\) to \(283\) eV/rad\(^2\).

The ratio \(f(e)/e\) rises until \(e=2r\), where it equals \(1/(2r)\), and then falls as \(1/e\). For \(K\) between \(283\) and \(g^2/r=383\) eV/rad\(^2\), the bracket is positive at zero tilt, then negative, then positive again. Among equal tilts, flat and tilted rows are then both local minima; the next section shows that the flat row is still unstable to alternating tilts. At the tilted minimum \(e=2g^2/K\ge2r\), and the total energy is \(-2e+(e^2-t^2)/e=-e-t^2/e\). For \(K=300\) eV/rad\(^2\) this gives \(e=0.64\) eV and \(-0.89\) eV, below the flat value \(-0.854\) eV quoted below. The tilted minimum is the lower of the two for \(K\) below about \(332\) eV/rad\(^2\). A positive curvature at the flat geometry therefore does not exclude a lower tilted state.

At \(K=200\) eV/rad\(^2\) the minimum has \(e=0.959\) eV, above \(2r=0.50\) eV. All \(k\) then contribute, and the tilt is again \(5.1^\circ\). The gap lies between band edges at different \(k\):

\[
2e-4r=1.92-1.00=0.92\ \text{eV}.
\]

The gain is \(0.27\) eV per dimer, less than for one dimer, because overlap has already lowered the flat energy from \(-2t=-0.80\) eV to \(-0.854\) eV.

## Alternating tilts: where overlap helps

Now let successive dimers tilt in opposite directions with the same \(K\). The term \(\pm\Delta\) on the two atoms turns a bonding combination into an antibonding one. The alternating sign adds \(\pi\) to its wavevector. Thus \(\pi(k)\), at \(\varepsilon_k-t\), couples to \(\pi^*(k+\pi)\), at \(-\varepsilon_k+t\). These energies are opposite, and the coupled levels are

\[
\pm\sqrt{(t-\varepsilon_k)^2+\Delta^2}.
\]

Letting \(k\) run over the original zone counts each pair once. The lower levels are filled, so

\[
E_{\rm alt}=-2\left\langle\sqrt{(t-\varepsilon_k)^2+\Delta^2}\right\rangle .
\]

Setting the derivative of the total energy to zero at nonzero tilt gives

\[
\frac{K}{g^2}=2\left\langle\frac{1}{\sqrt{(t-\varepsilon_k)^2+\Delta^2}}\right\rangle .
\]

The right side falls as \(\Delta\) grows, so its value at \(\Delta\to0\) decides whether the row buckles.

**Without overlap, \(2r<t\).** Substituting \(z=\tan(k/2)\),

\[
\left\langle\frac1{t-2r\cos k}\right\rangle
=\frac1\pi\int_{-\infty}^{\infty}\frac{dz}{(t-2r)+(t+2r)z^2}
=\frac1{\sqrt{t^2-4r^2}} .
\]

The threshold is \(2g^2/\sqrt{t^2-4r^2}\). It reduces to the one-dimer result at \(r=0\) and grows without limit as the bands approach contact.

**With overlap, \(2r>t\).** The coupled levels meet at two points, where \(\cos k_F=t/(2r)\) and the slope is \(v=2r\sin k_F=\sqrt{4r^2-t^2}\). Near one point, with \(q\) measured from it and a fixed cutoff \(Q\),

\[
\frac1{2\pi}\int_{-Q}^{Q}\frac{dq}{\sqrt{v^2q^2+\Delta^2}}
=\frac1{\pi v}\operatorname{arsinh}\frac{vQ}{\Delta}
\simeq\frac1{\pi v}\ln\frac{2vQ}{\Delta}.
\]

Two points and the prefactor 2 give

\[
\frac{K}{g^2}\simeq\frac{4}{\pi v}\ln\frac{\Delta_0}{\Delta},\qquad
\Delta\simeq\Delta_0\,e^{-\pi vK/(4g^2)}
\]

for small \(\Delta\), where \(\Delta_0\) is set by the whole band. Within this model any finite spring permits buckling. This is a Peierls instability, with the tilt as its distortion. For a stiff spring the tilt is exponentially small, and effects outside the model can remove it. Reducing \(\Delta\) from \(0.01\) to \(0.001\) eV raises the right side by \(9.79\) eV\(^{-1}\) numerically; the logarithm gives \(9.77\).

The smallest positive level is \(\Delta\), at \(\varepsilon_k=t\), so with overlap the gap is \(2\Delta\). For \(K=200\) eV/rad\(^2\) the tilt is \(4.9^\circ\), the gap \(1.67\) eV and the gain \(0.38\) eV per dimer. Alternation is thus favoured over equal tilts by about \(0.11\) eV per dimer.

This ordering holds for all \(t\), \(r\) and \(\Delta\) in the model. Combine \(\varepsilon\) with \(-\varepsilon\), which occur equally often, and treat the roots as lengths of the vectors \((t-\varepsilon,\Delta)\) and \((t+\varepsilon,\Delta)\). The sum of the lengths is at least the length of the vector sum, \(2e\), and at least that of the difference, \(2|\varepsilon|\). Hence it is at least \(2\max(e,|\varepsilon|)\), and averaging gives \(E_{\rm alt}\le E_{\rm eq}\).

A stiffer spring separates the mechanisms. At \(K=600\) eV/rad\(^2\) the single dimer and the equally tilted row stay flat. The alternating row still tilts by \(0.95^\circ\), opens a gap of \(0.32\) eV and gains \(0.026\) eV per dimer.

## What limits the result

**Other hoppings.** Let \(-b\) couple opposite sides of neighbouring dimers. The paired energies become \(\pm(\varepsilon_k-t)-2b\cos k\). With \(u=t-2r\cos k\), the coupled levels are

\[
-\frac br(t-u)\pm\sqrt{u^2+\Delta^2}.
\]

For \(|b|<r\), the upper level has its minimum at \(u=-(b/r)\Delta/\sqrt{1-b^2/r^2}\), and the lower level has its maximum at the opposite \(u\). If both lie inside the band, the gap is

\[
2\Delta\sqrt{1-b^2/r^2}.
\]

For \(b=0.03\) eV and \(\Delta=0.05\) eV it is \(0.099\) eV, so the instability survives. The effect of hopping between rows depends on the pattern. A hopping \(-c\) between facing atoms of adjacent rows replaces \(t\) by \(|t+ce^{ik_x}|\), with \(k_x\) the wavevector across the rows. If all rows tilt in phase, the tilt leaves \(k_x\) unchanged, the paired energies stay opposite and the logarithm survives. If adjacent rows tilt in antiphase, \(k_x\) also shifts by \(\pi\). To first order in \(c/t\) both paired levels then move together by \(-c\cos k_x\), the gap closes for \(\Delta<|c|\), and the logarithm stops growing there. For \(c=0.05\) eV and \(K=200\) eV/rad\(^2\) the model puts the in-phase pattern lower by about \(2\) meV per dimer. The pattern observed at low temperature is the antiphase one, c(4×2). The model therefore does not order these two patterns correctly, and the instability for any finite spring does not carry over to the antiphase pattern.

**Saturation of the splitting.** With the full geometric \(\Delta(\theta)\), the alternating tilt falls from \(4.9^\circ\) to \(4.2^\circ\), the gap from \(1.67\) to \(1.38\) eV and the gain from \(0.38\) to \(0.32\) eV. The linear law overestimates these by about 17, 21 and 17 per cent of the full values. The s fractions are \(0.368\) on the upper atom and \(0.172\) on the lower one. Thresholds for small tilts are unchanged, since they depend on the slope \(g\). The upper limit \(g^2/r\) for an equally tilted minimum belongs to a finite tilt and is lowered from \(383\) to about \(373\) eV/rad\(^2\).

**Electron repulsion.** Let double occupation of an orbital cost \(U\). For one dimer, the covalent singlet couples through \(-2t\) to the even ionic state, in which the pair is shared equally between the atoms. At zero tilt the ground energy is

\[
E_0=\frac{U-R}{2},\qquad R=\sqrt{U^2+16t^2}.
\]

The ionic weight is \(\partial E_0/\partial U=(R-U)/(2R)\). A tilt couples the even ionic state to the odd one, at energy \(U\), with strength \(2\Delta\). Since \(U-E_0=(U+R)/2\), second-order perturbation theory gives

\[
\delta E=-4\Delta^2\,\frac{(R-U)/(2R)}{(U+R)/2}
=-\frac{4\Delta^2(R-U)}{R(R+U)} .
\]

Comparison with \(K\theta^2/2\) yields the linear threshold

\[
K<\frac{8g^2(R-U)}{R(R+U)} .
\]

It returns to \(2g^2/t\) at \(U=0\) and falls as \(32g^2t^2/U^3\) for \(U\gg t\). For \(U=0.5\) eV it is \(247\) eV/rad\(^2\), about half its former value. At \(K=200\) eV/rad\(^2\) the linear instability disappears when \(U\) reaches \(0.65\) eV. The dimer does not flatten at that point. A separate minimum at finite tilt stays below the flat state until \(U\approx0.72\) eV with the linear law, or \(0.67\) eV with the full geometric \(\Delta(\theta)\), and the tilt then drops to zero discontinuously.

**The size of the tilt.** The measured tilt is roughly \(20^\circ\), far above the values here. The spring constant was chosen, not computed, and the second layer was held fixed. The model shows a mechanism and orders the patterns by their electronic energy, assuming the same \(K\) for both; it does not predict the angle. On the real surface, relaxation of the second layer couples neighbouring tilts and can itself favour alternation, so the model does not show that band nesting is the cause of the observed pattern. Bulk bands are absent, and the \(1.67\) eV gap exceeds the bulk gap of silicon, about \(1.1\) eV; the gaps here are model values.

## What to do in a surface calculation

- Use a cell with an even number of dimers along the row. A cell with one dimer forces equal tilts, and any odd number prevents perfect alternation. In this model, such cells miss the lower state.
- Start from alternating tilts, and compare with equal ones. If all dimers start with the same tilt, translation symmetry keeps the tilts equal during relaxation, even in a larger cell. At the flat geometry the force along the tilt vanishes by symmetry, even when that geometry is unstable.
- Do not rely on the curvature at zero tilt alone. Relax from a finite tilt as well: in the linear model, when the tilts are constrained to be equal, flat and tilted minima coexist for spring constants between \(283\) and \(383\) eV/rad\(^2\).
- Resolve the band crossing. The spacing \(\delta k\) along the row should keep \(v\,\delta k\) at or below about \(\Delta\), and any electronic smearing should be well below \(\Delta\).
- State the tilt pattern with every gap. At the same spring constant, the linear model gives \(0.92\) eV for equal tilts and \(1.67\) eV for alternating ones.
- Check the treatment of repulsion. A method that makes charge transfer too cheap favours buckling; one that makes it too costly favours flat dimers.

The numerical output below lists the parameters and results.

## Computed values

```
W, p minus s energy: 7.0 eV
t, hopping within dimer: 0.40 eV
r, like-side hopping along row: 0.25 eV
K, spring constant: 200 eV/rad^2
flat dimer: angle beta0: 56.76 degrees
flat dimer: dangling s fraction: 0.269
tilt making lower atom planar: 20.63 degrees
coupling g: 9.791 eV/rad
isolated dimer threshold K: 479.3 eV/rad^2
isolated dimer: e at minimum: 0.959 eV
isolated dimer: delta at minimum: 0.871 eV
isolated dimer: tilt: 5.10 degrees
isolated dimer: energy gain: 0.325 eV
isolated dimer: n_up minus n_down: 1.818 electrons
flat row: top of pi band: 0.100 eV
flat row: bottom of pi* band: -0.100 eV
flat row: band overlap: 0.200 eV
flat row: electronic energy per dimer: -0.8542 eV
equal tilts: linear drive fraction: 0.590
equal tilts: flat row unstable below K: 282.9 eV/rad^2
equal tilts: no tilted minimum above K: 383.4 eV/rad^2
equal tilts: tilt: 5.10 degrees
equal tilts: gap: 0.917 eV
equal tilts: gain per dimer: 0.2712 eV
alternating tilts: tilt: 4.88 degrees
alternating tilts: gap: 1.667 eV
alternating tilts: gain per dimer: 0.3790 eV
drive rise for delta 0.01 to 0.001 eV, numeric: 9.792 1/eV
same rise, logarithmic formula: 9.772 1/eV
stiff spring K: 600 eV/rad^2
stiff spring, alternating: tilt: 0.95 degrees
stiff spring, alternating: gap: 0.324 eV
stiff spring, alternating: gain: 0.0264 eV
full geometry, equal: tilt: 4.33 degrees
full geometry, equal: gain: 0.2063 eV
full geometry, alternating: tilt: 4.18 degrees
full geometry, alternating: gap: 1.375 eV
full geometry, alternating: gain: 0.3239 eV
full geometry, alternating: s up: 0.368
full geometry, alternating: s down: 0.172
U, on-site repulsion: 0.5 eV
isolated dimer threshold K with U: 247.3 eV/rad^2
U that removes linear instability at K: 0.654 eV
diagonal hopping b: 0.03 eV
delta in diagonal-hopping test: 0.05 eV
alternating gap with b: 0.0993 eV
```
